\section*{Image-charge corrections in lattice Monte Carlo of dopant ionization}

\section{One dopant and one hole}

Take one acceptor dopant in a simple cubic lattice of identical host sites. The dopant is neutral, with energy zero, or it has given a hole to a host site. Separating the negative ion and the hole completely costs $\Delta$. At a distance of $r$ lattice spacings the cost is $\Delta-E_c/r$, where
\begin{equation}
E_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon a}
\end{equation}
is the Coulomb energy at one spacing $a$ in a medium of relative permittivity $\varepsilon$. For $a=1$ nm and $\varepsilon=3.5$, $E_c=0.4114$ eV. With $\Delta=0.50$ eV, a hole on one of the six nearest sites costs $0.0886$ eV. At 300 K, $kT=0.02585$ eV, and the ionized fraction from these six sites alone is
\begin{equation}
x=\frac{6e^{-0.0886/0.02585}}{1+6e^{-0.0886/0.02585}}
\simeq\frac{0.195}{1.195}\simeq0.16 .
\end{equation}
Including the other sites of a $10^3$-site cell gives $0.166$.

Now repeat the cell periodically. Each charge acquires images, and their interaction with the charge itself, the self-image energy, must be treated. For a cell ten spacings wide, leaving it out raises the cost of the pair by $0.117$ eV. The cost becomes about $0.20$ eV and the ionized fraction falls to about $6e^{-7.9}\simeq0.002$. The physical system has not changed.

In an electronic-structure calculation with charged periodic cells, this energy can be removed by an image-charge correction. The analysis below determines when the correction belongs in a calculation of dopant ionization, when it does not, and what size error remains. It applies to point charges in a uniform, isotropic dielectric and to cubic cells.

\section{The periodic potential}

Let the cell contain $L^3$ sites and measure lengths in $a$. A periodic array of unit charges has a periodic potential only if further charge makes each cell neutral. A uniform density $-1/L^3$ does this. The potential $\psi$ then obeys
\begin{equation}
\nabla^2\psi=-4\pi\sum_{\mathbf n}\delta(\mathbf r-\mathbf nL)+\frac{4\pi}{L^3},
\label{poisson}
\end{equation}
with its free constant fixed by requiring zero cell average.

To compute it, write each point charge as a Gaussian $(\alpha^3/\pi^{3/2})e^{-\alpha^2r^2}$ plus the remainder. The Gaussian has potential $\mathrm{erf}(\alpha r)/r$, with Fourier transform $4\pi e^{-k^2/4\alpha^2}/k^2$. The remainder has the short-ranged potential $\mathrm{erfc}(\alpha r)/r$. Leaving out $\mathbf k=0$ gives the Gaussian part zero average. The short-ranged part has average
\begin{equation}
\frac1{L^3}\int_0^\infty4\pi r^2\,\frac{\mathrm{erfc}(\alpha r)}r\,dr
=\frac{4\pi}{L^3}\,\frac1{4\alpha^2}=\frac{\pi}{\alpha^2L^3},
\end{equation}
which must be subtracted. With $R_{\mathbf n}=|\mathbf r+\mathbf nL|$, the Ewald potential is
\begin{equation}
\psi(\mathbf r)=\sum_{\mathbf n}\frac{\mathrm{erfc}(\alpha R_{\mathbf n})}{R_{\mathbf n}}
+\frac{4\pi}{L^3}\sum_{\mathbf k\ne0}\frac{e^{-k^2/4\alpha^2}}{k^2}\cos\mathbf k\!\cdot\!\mathbf r
-\frac{\pi}{\alpha^2L^3}.
\label{ewald}
\end{equation}
A charge does not act on itself but does feel its images. Its self-image potential is
\begin{equation}
\xi=\lim_{r\to0}\left[\psi(\mathbf r)-\frac1r\right]=-\frac{2.837297}{L}.
\end{equation}
In the limit the $\mathbf n=0$ term becomes $-\mathrm{erf}(\alpha r)/r\to-2\alpha/\sqrt\pi$.

The last term of (\ref{ewald}) is the same for all pairs, including the diagonal. In the energy of charges $q_i$ it contributes $-\pi Q^2/(2\alpha^2L^3)$, with $Q=\sum_iq_i$. It can be dropped for a neutral cell. In a charged cell, dropping it makes the energy depend on the arbitrary $\alpha$. For $L=5$ and $Q=2$, changing $\alpha$ from $0.7$ to $1$ then lowers the energy by
\begin{equation}
\frac{4\pi}{2\cdot125}\left(\frac1{0.49}-1\right)=0.0523
\end{equation}
in units of $E_c$, as the direct evaluation also gives. For the neutral cell tested, the change is at rounding level.

\section{What the images do to a pair}

Add to each point charge its own cube of compensating background. Such a unit has no net charge, no dipole and, by cubic symmetry, no quadrupole. Its potential falls off as $R^{-5}$, so the sum over units converges absolutely and is periodic. It solves (\ref{poisson}) and therefore equals $\psi$ up to a constant.

Sum point charges and background separately, in a growing cube of cells. Relative to the origin, the image charges give
\begin{equation}
F(\mathbf r)=\sum_{\mathbf n\ne0}\left(\frac1{|\mathbf r+\mathbf nL|}-\frac1{|\mathbf nL|}\right).
\end{equation}
Near the centre of a large cube the background potential is quadratic and, by symmetry, isotropic. Its Laplacian is $4\pi/L^3$, and since $\nabla^2r^2=6$ it equals $2\pi r^2/(3L^3)$. The definition of $\xi$ fixes the constant:
\begin{equation}
\psi(\mathbf r)=\frac1r+\xi+\frac{2\pi r^2}{3L^3}+F(\mathbf r).
\label{expand}
\end{equation}
For $r<L$, $F$ is harmonic, has cubic symmetry and vanishes at the origin. Its quadratic term would be proportional to $r^2$, which is not harmonic, so $F$ starts at order $r^4/L^5$.

An ion and a hole, with charges $-1$ and $+1$, have self-energies $\xi/2$ each and mutual energy $-\psi$. Their electrostatic energy is
\begin{equation}
\frac{E_{\rm pair}}{E_c}=\xi-\psi(\mathbf r)
=-\frac1r-\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).
\label{pair}
\end{equation}
The large term $\xi$ has cancelled. The remaining size error is that of a dipole. For a contact pair this leading term is $-0.0069$ eV at $L=5$ and $-0.0009$ eV at $L=10$. The remainder beyond this term shrinks by $32.08$ between $L=8$ and $L=16$, close to the factor $2^5=32$ expected of an $L^{-5}$ law.

Equation (\ref{expand}) also shows the role of the outer boundary. The Ewald energy corresponds to a conducting, or tin-foil, surrounding. Summing image charges in cubic shells, without background, replaces $\psi$ by $\psi-2\pi r^2/(3L^3)$ up to a constant that drops out for $Q=0$. The energy changes by
\begin{equation}
-\frac12\sum_{ij}q_iq_j\frac{2\pi|\mathbf r_i-\mathbf r_j|^2}{3L^3}
=\frac{2\pi M^2}{3L^3},\qquad \mathbf M=\sum_iq_i\mathbf r_i ,
\end{equation}
because neutrality removes the terms in $r_i^2$ and $r_j^2$, and the cross terms give $\sum_{ij}q_iq_j|\mathbf r_i-\mathbf r_j|^2=-2M^2$. For the pair separated by $(3,1,0)$ at $L=10$, the Ewald energy is $-0.338881$ and the surface term is $0.020944$. Their sum, $-0.317937$, agrees with the direct image sum.

The surface term is unsuitable for carriers that hop through the cell boundary. Such a hop changes $\mathbf M$ by almost a whole cell length when coordinates are wrapped, although the periodic charge pattern changes by one ordinary hop. The tin-foil energy depends on the pattern alone.

\section{When to apply the image correction}

There are two different uses. The first is to obtain $\Delta$ from separate cells, one holding the ion and one holding the hole. Each is charged and contains the spurious energy $\xi E_c/2$. To leading order the uncorrected result is
\begin{equation}
\Delta_{\rm cell}=\Delta+\xi E_c .
\end{equation}
The image correction must be applied here. At $L=10$ and the above permittivity it adds $0.117$ eV to the sum. The spatial extent of the charges and the alignment of the potential zero between cells need separate treatment.

The second use is a neutral cell holding both charges. Equation (\ref{pair}) shows that $\xi$ is then needed to cancel the constant in $\psi$, so removing it would create an error. The self-image energy stays in, and the dipole term is what remains to be corrected.

If $\Delta_{\rm cell}$ is inserted uncorrected into a pair energy without $\xi$, the two omissions cancel when both cells have the same $L$ and $\varepsilon$. Using $\Delta_{\rm cell}$ in a pair energy that retains $\xi$ counts the image energy twice.

\section{Many dopants: energy and moves}

Let $N_d$ dopants occupy fixed sites and let $H=L^3-N_d$ be the number of host sites. Count a neutral dopant as a site carrying a hole and an ionized dopant as an empty one. With hole numbers $n_i=0,1$, and $b_i=1$ on dopants and zero elsewhere, the charges are $q_i=n_i-b_i$. The total number of holes is fixed at $N_d$, so each configuration is neutral and the number $p$ of ionized dopants equals the number of host holes. The energy is
\begin{equation}
E=\sum_in_i\epsilon_i+\frac{E_c}{2}\sum_{ij}q_iq_j\Psi_{ij},\qquad
\Psi_{i\ne j}=\psi(\mathbf r_{ij}),\quad \Psi_{ii}=\xi ,
\label{energy}
\end{equation}
with $\epsilon_i=0$ on dopants and $\epsilon_i=\Delta+e_i$ on hosts. The $e_i$ are independent Gaussian energies of width $\sigma$. Since $\sum_iq_i^2=2p$, the diagonal contributes $\xi E_cp$. It would be an irrelevant constant at fixed $p$, but here it acts directly on ionization.

Moving a hole from $i$ to $j$ changes $q_i$ by $-1$ and $q_j$ by $+1$. With $\phi_i=E_c\sum_k\Psi_{ik}q_k$, the linear part of the energy change is $\phi_j-\phi_i$. The quadratic part is $(E_c/2)(\Psi_{ii}+\Psi_{jj}-2\Psi_{ij})$. Hence
\begin{equation}
\delta E=\epsilon_j-\epsilon_i+\phi_j-\phi_i+E_c(\xi-\psi_{ij}).
\end{equation}

Detailed balance requires equal flow in both directions between any two configurations when they are weighted by $e^{-E/kT}$. A neighbour hop picks one of $N_d$ holes and one of six directions. Its reverse has the same proposal probability, so acceptance with probability $\min(1,e^{-\delta E/kT})$ suffices.

A pair move picks a dopant. If it is neutral, its hole is sent to a random empty host, with proposal probability $1/[N_d(H-p)]$. In the reverse move the ion takes one of $p+1$ host holes, with probability $1/[N_d(p+1)]$. The ratio of reverse to forward proposals enters the acceptance:
\begin{equation}
P_{\rm ionize}=\min\left[1,\frac{H-p}{p+1}e^{-\delta E/kT}\right],\quad
P_{\rm neutralize}=\min\left[1,\frac{p}{H-p+1}e^{-\delta E/kT}\right].
\end{equation}
The second follows from the first by replacing $p$ with $p-1$ and inverting the ratio.

If the ratio is omitted and pair moves alone are used, equal flow gives
\begin{equation}
\frac{\pi(p+1)}{\pi(p)}=\frac{p+1}{H-p}\,e^{-\delta E/kT}
\quad\Rightarrow\quad
\pi\propto\frac{e^{-E/kT}}{\binom Hp},
\end{equation}
since $\binom Hp/\binom H{p+1}=(p+1)/(H-p)$. Here $\pi(p)$ and $\pi(p+1)$ denote the two configurations joined by the move. The faulty chain is stationary and has balanced flows for its own distribution, so a steady average does not reveal the fault. In a 27-site cell with two dopants, the correct ionized fraction is $0.966$ and the faulty one $0.618$. Solving for the stationary distribution of each full transition matrix confirms both laws.

\section{Two kinds of size error in the ionized fraction}

\subsection{Bound pairs}

For one dopant let $w_i$ be the weight of a hole at host site $i$, and let $Z=1+\sum_iw_i$, so that $1-x=1/Z$. The dipole error lowers the energy by $\kappa r_i^2$, with $\kappa=2\pi E_c/(3L^3)$. To first order,
\begin{equation}
\delta Z=\frac{\kappa}{kT}\sum_iw_ir_i^2,\qquad
\delta x=\frac{\delta Z}{Z^2}=\frac{2\pi E_c}{3L^3kT}(1-x)\langle r^2\rangle .
\end{equation}
The average includes the neutral state, for which $r=0$. For the opening example at $L=10$ this gives $0.0048$. The calculated fractions are $0.1712$ with periodic and $0.1663$ with bare Coulomb energies, a difference of about $0.005$.

To keep the energy error of one pair below $t$, equation (\ref{pair}) requires
\begin{equation}
L>\left(\frac{2\pi E_cr^2}{3t}\right)^{1/3},\qquad r\ll L .
\end{equation}
For a contact pair and $t=0.1\,kT$, this is $(2.094\times0.4114/0.002585)^{1/3}\simeq6.9$, so about seven spacings are needed. The rule concerns one bound pair; interacting pairs require a comparison of cell sizes.

\subsection{Free carriers}

The opposite limit has no Coulomb energy and no disorder. Exact neutrality still produces a size error, because ions and holes must fluctuate together. The weight of $m$ ionized dopants is
\begin{equation}
W(m)=\binom{N_d}{m}\binom{H}{m}e^{-m\Delta/kT}.
\end{equation}
Put $m=N_dx$ and $H=N_dh$, and use $\ln n!\simeq n\ln n-n+\frac12\ln2\pi n$. Up to a constant, $\ln W=N_df+g$ with
\begin{align}
f&=-2x\ln x-(1-x)\ln(1-x)-(h-x)\ln(h-x)-\frac{x\Delta}{kT},\\
g&=-\tfrac12\left[2\ln x+\ln(1-x)+\ln(h-x)\right].
\end{align}
Setting $f'=0$ gives the law of mass action for the large-cell value $x_0$:
\begin{equation}
\frac{x_0^2}{(1-x_0)(h-x_0)}=e^{-\Delta/kT}.
\end{equation}
Let $y=x-x_0$ and $A=-f''(x_0)$. Near the maximum,
\begin{equation}
W\propto e^{-N_dAy^2/2}\left(1+g'y+\frac{N_df'''}6y^3\right).
\end{equation}
With $\langle y^2\rangle=1/(N_dA)$ and $\langle y^4\rangle=3/(N_dA)^2$ this yields
\begin{equation}
\langle x\rangle-x_0=\frac1{N_d}\left[\frac{g'}A+\frac{f'''}{2A^2}\right]+O(N_d^{-2}),
\end{equation}
where, at $x_0$,
\begin{align}
A&=\frac2x+\frac1{1-x}+\frac1{h-x},\\
g'&=-\frac1x+\frac1{2(1-x)}+\frac1{2(h-x)},\\
f'''&=\frac2{x^2}-\frac1{(1-x)^2}-\frac1{(h-x)^2}.
\end{align}
For $x_0\ll1$, $x_0\ll h$ and $N_dx_0\gg1$, the bracket tends to $-\frac12+\frac14=-\frac14$: the cell has on average a quarter of an ionized dopant too few.

For $h=122/3$ and a pair cost of $0.12$ eV, $x_0=0.4583$ and the bracket is $-0.1213$. With 24 dopants the prediction is $0.4583-0.1213/24=0.4532$; the exact sum gives $0.4531$. With three dopants the prediction is $0.418$ against the exact $0.411$, so higher orders are visible. Sampling the three-dopant case gives $0.410\pm0.004$.

\section{A doped film}

The example has $a=1$ nm, $\varepsilon=3.5$, $\Delta=0.50$ eV, $\sigma=0.08$ eV, 300 K and 24 randomly placed dopants in $10^3$ sites. Six disorder samples give
\begin{equation}
x=0.81\pm0.02 .
\end{equation}
The error is the standard error between samples. The signed difference in $x$ between chains started neutral and fully ionized averages $-0.002$ over the samples; single samples can differ by more.

Disorder explains much of the increase over the opening value. A contact site lies below the dopant level if $e_i<-0.0886$ eV, or $1.11\sigma$ below the mean, which has probability $0.134$. At least one of six does so with probability $1-0.866^6\simeq0.58$. In those cases the ionized state of an isolated dopant has the lower energy. A single dopant with disorder, in a cell with $L=5$, has mean $x=0.74\pm0.02$ over 100 disorder draws, of which about $0.06$ is due to the small period. The larger value at finite doping suggests that neighbouring charges assist ionization, but different disorder draws were used and this remains a conjecture.

The dopant density is $2.4\times10^{19}$ cm$^{-3}$ and the host-hole density $1.9\times10^{19}$ cm$^{-3}$. Of these holes, $82\%$ sit beside a dopant. The others have density $(1-0.816)\times1.94\times10^{19}\simeq3.6\times10^{18}$ cm$^{-3}$, a small remainder that six disorder samples fix only roughly. This counts positions, not mobile carriers: a hole two sites from an ion can still be bound. Conductivity and Seebeck coefficient need further transport input.

A cell with three dopants and $L=5$ has $\binom{125}{3}=317\,750$ configurations and can be summed completely. Over four such cells the sampled minus exact fraction is $0.0005\pm0.0024$. Repeating a cell twice along each axis keeps its disorder but frees the carriers from the small period. For three cells the resulting change in $x$ is $-0.001\pm0.003$. No size effect is resolved, although a contact pair at $L=5$ is biased by about $0.28\,kT$. Since the small period does raise $x$ for a single dopant, three cells do not show that $L=5$ is large enough for other disorder draws. The comparison does not measure the error from having few disorder samples.

The self-image energy matters far more. Averaged over 20 exact cells with $L=5$, $x=0.84$ with it and $0.003$ without it; the first mean is uncertain by about $0.03$ because of the small number of disorder draws. At $L=10$ this energy is half as large, and leaving it out lowers $x$ less.

\section{Relation to real films and choice of settings}

The parameters are rough values for a molecularly doped organic hole-transport film: spacings near 1 nm, permittivity 3 to 4, disorder of several hundredths of an eV to about $0.1$ eV, and doping of a few percent. The cost $\Delta$ depends strongly on the dopant and host and is a choice here. One assumption that fails in a real film is that of point charges in a uniform dielectric at molecular contact. Lowering $\varepsilon$ to $3.0$ with $\Delta$ and $\sigma$ fixed strengthens contact binding by $0.069$ eV and raises $x$ in the small cells from $0.84$ to $0.96$. This trend need not hold in a material, because $\Delta$ contains the polarization energy of both charges. If each is a Born sphere of radius $a/2$, with energy $E_c$, then $\Delta$ rises by $0.137$ eV, twice the gain in binding, and $x$ falls. Four spin states per ion pair, against one neutral state, raise $x$ in the small cells from $0.84$ to $0.92$. Operation at 350 K, with the other parameters fixed, gives $0.84$ again. For one dopant, a transfer energy of $0.02$ eV on all bonds, including those between dopant and host, changes $x$ from $0.74$ to $0.72$. With transfer between hosts only, $x$ rises by about $0.08$ instead, so even the sign of this effect depends on the dopant--host coupling. A second hole on a site costs about $2E_c=0.82$ eV if the site is a Born sphere of radius $a/2$, which supports single occupancy as an approximation. The sampling error of $0.02$ is therefore smaller than the uncertainty of the physical model.

For a calculation of this kind, the analysis leads to these choices:
\begin{itemize}
\item Correct the image energy in charged cells used to obtain $\Delta$. Keep $\xi$ in neutral cells where the number of ions varies.
\item Use tin-foil conditions when carriers cross the cell boundary.
\item Set the first cell size from the dipole estimate if pairs are bound, or from the $1/N_d$ correction if disorder and Coulomb energies are negligible against $kT$. Even $E_c=kT$ changes the size error markedly. In all other cases, compare cell sizes at fixed disorder.
\item Include the proposal ratio in pair moves, and compare a small cell with full enumeration, since a stationary average can belong to the wrong distribution.
\end{itemize}
The numerical output lists the main values used here.

\section*{Computed values}
\begin{verbatim}
spacing 1.0 nm, permittivity 3.5, T 300 K
disorder width 0.08 eV, separated-pair cost 0.50 eV
kT 0.02585 eV, contact Coulomb energy 0.4114 eV
large cell: 1000 sites, 24 dopants; small: 125 sites, 3
self-image potential times L: -2.837297
pair (3,1,0), L=10, Ewald energy: -0.338881 e2/(4 pi eps a)
same, direct image sum: -0.317937; surface term 0.020944
split change, neutral cell: -2.4e-15 (lattice units)
split change, net charge 2: 0.052317, law 0.052317
contact-pair remainder ratio, L=8 over L=16: 32.08
self-term per ion pair, L=10: -0.1167 eV
self-term per ion pair, L=5: -0.2335 eV
contact-pair size error, L=10: -0.000862 eV
contact-pair size error, L=5: -0.006893 eV
isolated dopant, no disorder, x periodic L=10: 0.17121
isolated dopant, x bare Coulomb: 0.16626
their difference 0.00495, first-order law 0.00480
27-site chain, x with proposal factor: 0.96557
27-site chain, x without factor: 0.61824
largest flux imbalance: with 6.5e-19, without 1.4e-02
free carriers, pair cost 0.12 eV, x infinite: 0.45825
free carriers, x exact, 3 dopants: 0.41055
free carriers, x sampled, 3 dopants: 0.4098 +- 0.0041
free carriers, x exact, 24 dopants: 0.45311
free carriers, 1/N_d coefficient: -0.1213
enumerated states per small cell: 317750
sampler minus exact, x: 0.0005 +- 0.0024 (4 cells)
sampler minus exact, beside dopant: 0.0038 +- 0.0040
sampler minus exact, energy: -0.00011 +- 0.00126 eV
tiled L=10 minus exact L=5, x: -0.0012 +- 0.0027 (3 cells)
example, ionized fraction: 0.810 +- 0.020 (6 samples)
example, neutral-start minus ionized-start x: -0.0021
example, worst accumulated energy drift: 1.2e-14 eV
example, share of host holes beside a dopant: 0.816
example, dopant density: 2.40e+19 cm^-3
example, host-hole density: 1.94e+19 cm^-3
example, holes not beside a dopant: 3.58e+18 cm^-3
exact small cells, mean x: 0.8401 (20 cells)
same cells, self-term dropped: x 0.0034
same cells, spin factor 4 per ion pair: x 0.9234
same cells, permittivity 3.0: x 0.9632
same cells, 350 K: x 0.8432
one dopant, disorder, classical hole: x 0.7352
one dopant, transfer energy 0.02 eV: x 0.7193
double charging of a site, Born estimate: 0.823 eV
\end{verbatim}
